# Why offset write pulses do not cure retention loss from imprint

**Q.** My ferroelectric capacitor has imprint: its switching loop is displaced along the voltage axis. I added the same displacement to both write pulses, and now up and down write equally well. Between pulses the voltage is zero. Since the loop is centred again, the two states should also be retained equally well. What could be wrong with that?

**A.** Let us ask what field the film feels at each moment. Suppose that fixed charge or fixed dipoles produce an internal field $E_i$ that stays constant while we write and store. With film thickness $d$ and applied voltage $V$, the polarization responds to

$$E_{\rm eff}(t)=\frac{V(t)}{d}+E_i .$$

I take $E_i>0$ to favour the up state, so down is the disfavoured one. If up switches at $E_{\rm eff}=+E_h$ for a given pulse width, then down switches at $-E_h$, because the film without imprint is symmetric. The two voltages are

$$V_\uparrow=(E_h-E_i)d,\qquad V_\downarrow=(-E_h-E_i)d,$$

and their midpoint is $-E_id$. You add $V_{\rm off}=-E_id$ to a nominal pulse $V_p$, and during the pulse

$$E_{\rm eff}=\frac{V_p-E_id}{d}+E_i=\frac{V_p}{d}.$$

The imprint has dropped out, so your writing is indeed symmetric. Now do the same sum for the idle period.

**Q.** With $V=0$ it gives $E_{\rm eff}=E_i$. So the imprint is back. But it is far too weak to switch the film by itself. Why should a small field matter once the state is written?

**A.** Because retention is a matter of thermal escape over a barrier, and the escape time depends exponentially on the barrier. We need the barrier as a function of field. Take a region of volume $v$ that switches as a unit, with the Landau energy density

$$g=-\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4-E_{\rm eff}P .$$

Without a field the minima are at $\pm P_s$, with $P_s^2=\alpha/\beta$. Write $p=P/P_s$ and $g_0=\alpha P_s^2/4$; the first two terms become $g_0(p^4-2p^2)$.

A state loses its barrier when the field reaches the extremum of $E=-\alpha P+\beta P^3$. Setting $dE/dP=0$ gives $P^2=P_s^2/3$, and there $|E|=E_{c0}=2\alpha P_s/(3\sqrt3)$. Hence $\alpha P_s=(3\sqrt3/2)E_{c0}$ and

$$g_0=\frac{3\sqrt3}{8}E_{c0}P_s .$$

With $h=E_{\rm eff}/E_{c0}$, the field term divided by $g_0$ is $-E_{\rm eff}P_sp/g_0=-\frac{8}{3\sqrt3}hp$, so

$$u(p)=\frac{g}{g_0}=p^4-2p^2-\frac{8}{3\sqrt3}\,h\,p .$$

**Q.** And the barrier is the difference between the maximum and the down minimum. Can that be had in closed form?

**A.** Yes. The condition $u'(p)=0$ reads

$$p^3-p=s,\qquad s=\frac{2h}{3\sqrt3}.$$

Insert $p=(2/\sqrt3)\cos\varphi$. The left side becomes $\frac{2}{3\sqrt3}(4\cos^3\varphi-3\cos\varphi)=\frac{2}{3\sqrt3}\cos3\varphi$, so $\cos3\varphi=h$. With $h=\cos\theta$ and $0<\theta<\pi$, the three solutions are

$$p_u=\tfrac{2}{\sqrt3}\cos\tfrac{\theta}{3},\quad
p_b=\tfrac{2}{\sqrt3}\cos\!\left(\tfrac{\theta}{3}-\tfrac{2\pi}{3}\right),\quad
p_d=\tfrac{2}{\sqrt3}\cos\!\left(\tfrac{\theta}{3}+\tfrac{2\pi}{3}\right)$$

for the up minimum, the barrier top and the down minimum.

At a stationary point $p^3=p+s$, and the field term is $-4sp$. Therefore

$$u=p(p+s)-2p^2-4sp=-p^2-3sp .$$

The reduced barrier out of the down well is

$$b=u(p_b)-u(p_d)=p_d^2-p_b^2+3s(p_d-p_b)=(p_b-p_d)(-p_b-p_d-3s).$$

The cubic has no $p^2$ term, so its roots sum to zero and $-p_b-p_d=p_u$. The difference of the two cosines gives $p_b-p_d=\frac{4}{\sqrt3}\sin\frac{\theta}{3}\sin\frac{2\pi}{3}=2\sin\frac{\theta}{3}$, and $3s=\frac{2}{\sqrt3}\cos\theta$. Thus

$$b(h)=\frac{4}{\sqrt3}\sin\frac{\theta}{3}\left[\cos\frac{\theta}{3}-\cos\theta\right].$$

At $h=0$, $\theta=\pi/2$ and $b=1$. At $h=1$, $\theta=0$ and the barrier is gone. The up well follows from $p\to-p$, $h\to-h$, so its barrier is $b(-h)$.

**Q.** How fast does it fall for a small imprint?

**A.** Differentiate $u$ at a stationary point. The movement of the point does not contribute, because $u'=0$ there; what remains is $\partial u/\partial h=-\frac{8}{3\sqrt3}p$. So

$$\frac{db}{dh}=-\frac{8}{3\sqrt3}(p_b-p_d)=-\frac{16}{3\sqrt3}\sin\frac{\theta}{3}.$$

At $h=0$ the sine is $1/2$. To first order the barrier energy $vg_0b$ therefore falls by $vg_0\frac{8}{3\sqrt3}h=vP_sE_i$. What matters is this energy compared with $kT$, and not the field compared with the coercive field.

**Q.** Then I need the escape time itself, including the prefactor.

**A.** Assume overdamped motion with viscosity $\rho$: $\rho\,dP/dt=-\partial g/\partial P$ plus thermal noise. In reduced form the drift is $-u'(p)/t_0$, with $t_0=\rho P_s^2/g_0$. The noise must lead to the equilibrium distribution $e^{-Bu}$, where $B=vg_0/kT$. Zero probability current in that distribution requires $-u'/t_0+DBu'=0$, so the diffusion constant is $D=1/(Bt_0)$.

Let $T(p)$ be the mean time to reach $p_u$ from $p$. After a short time $dt$, the mean remaining time has dropped by $dt$. Using $\langle dp\rangle=-u'dt/t_0$ and $\langle dp^2\rangle=2D\,dt$,

$$DT''-\frac{u'}{t_0}T'=-1
\quad\Longrightarrow\quad
\left(e^{-Bu}T'\right)'=-Bt_0\,e^{-Bu}.$$

The second form is the first multiplied by $e^{-Bu}/D$. Integrate from $-\infty$, where $e^{-Bu}T'$ vanishes, and then from $p_d$ to $p_u$ with $T(p_u)=0$:

$$\tau=Bt_0\int_{p_d}^{p_u}\!dy\,e^{Bu(y)}\int_{-\infty}^{y}\!dz\,e^{-Bu(z)} .$$

For $Bb\gg1$ the outer integrand is a narrow peak at $p_b$, and the inner one a narrow peak at $p_d$. Their Gaussian integrals are $e^{Bu(p_b)}\sqrt{2\pi/(B|u''_b|)}$ and $e^{-Bu(p_d)}\sqrt{2\pi/(Bu''_d)}$, so

$$\tau(h)=\frac{2\pi t_0}{\sqrt{u''_d\,|u''_b|}}\,e^{Bb(h)},\qquad u''=12p^2-4 .$$

This is the Kramers result to leading order in $1/B$. The down state has lifetime $\tau_d=\tau(h)$, the up state $\tau_u=\tau(-h)$.

**Q.** Let me have numbers. My film is about 10 nm of hafnium-zirconium oxide.

**A.** I will take round values in that rough regime: $P_s=20$ uC/cm², $E_{c0}=2$ MV/cm, $E_i=0.3$ MV/cm, $d=10$ nm, $v=10$ nm³, $t_0=10$ ps and 85 °C, where $kT=0.03086$ eV. The offset is $-0.3$ V. Your nominal pulses are $\pm1.5$ V for 100 ns.

First, writing down. Without the offset, the film feels $-1.5+0.3=-1.2$ MV/cm. The first-passage integral gives a switching time of 7.3 µs, and the written fraction is

$$1-e^{-100/7328}=1.36\ \%.$$

With the offset the film feels $-1.5$ MV/cm, the time drops to 12.6 ns, and about 0.03 % is missed. The up pulse, now $+1.2$ V, misses the same fraction. The half-switching voltages are $1.075$ V and $-1.675$ V, centred on $-0.3$ V. The offset has done its job.

Now storage at zero volts. Here $h=0.15$. Without imprint the barrier would be $vg_0=1.622$ eV; for the down state it is 1.264 eV. The loss of 0.358 eV is a little less than the linear estimate $vP_sE_i=0.374$ eV, because $p_b-p_d=2\sin(\theta/3)$ shrinks as $h$ grows. The exponential factor in the lifetime is

$$\exp\frac{1.622-1.264}{0.03086}=e^{11.6}\approx1.1\times10^5 ,$$

and the change of curvatures trims the ratio to $1.04\times10^5$. The lifetime falls from 23,000 years to 81.5 days. These are leading-order Kramers values; the full first-passage integral gives lifetimes about 1 % longer (82.2 days for the down state).

**Q.** But that is the lifetime of a down state in general. Mine was written with the better pulse. Surely a thoroughly switched state is more stable than a half-hearted one?

**A.** The pulse decides how many regions are down. It does not decide how quickly each of them leaves. Once the pulse ends, a region relaxes inside its well at the rate $u''_d/t_0$, which means within a few picoseconds here. After that it carries no trace of the pulse. The fraction $n$ of down regions then obeys

$$\frac{dn}{dt}=-\frac{n}{\tau_d}+\frac{1-n}{\tau_u}.$$

Setting the right side to zero gives $n_{\rm eq}=\tau_d/(\tau_d+\tau_u)$. The deviation from it decays at the summed rate:

$$n(t)=n_{\rm eq}+(n_0-n_{\rm eq})\,e^{-t(1/\tau_d+1/\tau_u)} .$$

For equal regions, the write pulse enters through $n_0$ and nowhere else.

This was tested without assuming two states, by following the full probability distribution of $p$ through pulse and storage. Three down pulses were compared: $-1.5$ V, $-1.8$ V (your offset pulse) and $-2.2$ V. After 30 days at zero volts, the surviving part of what each had written was the same in all three cases to five digits, 0.69321 on the 257-point grid used. The last digits belong to that grid: refining it moves the common value to 0.694. The two-state law gives $e^{-30/81.5}\approx0.69$.

**Q.** So after ten years at zero volts?

**A.** The down state is gone. The fraction left, $3\times10^{-11}$, is the equilibrium value $n_{\rm eq}$, since the up state lives for $7\times10^9$ years. Even the first 10 % is lost in 8.6 days.

**Q.** That also shows me the cure. If the offset cancels the imprint during the pulse, I should leave it on between pulses.

**A.** Yes. With the idle voltage at $-0.3$ V, the net field is zero and both states live for 23,000 years. After your offset down pulse, 99.92 % of all regions are still down after ten years. The loss during storage is small and easy to estimate: with $n_{\rm eq}=1/2$ and a summed rate $2/\tau$, it is $\frac12\cdot\frac{2t}{\tau}=t/\tau=10/23{,}200\approx0.04\ \%$. The rest was missed by the pulse.

There is a price. The up state gives up its surplus: its lifetime falls from $7\times10^9$ to 23,000 years. Making the idle voltage more negative lengthens $\tau_d$ and shortens $\tau_u$, so the shorter of the two is longest where they cross, at $V=-E_id$. A numerical search over idle voltages found $-0.300$ V.

**Q.** Must I hit that value closely?

**A.** Not in this example. Ask for 90 % of a fully written state after ten years. At 85 °C the model tolerates a net adverse field of 0.139 MV/cm. For the down state this means $V/d+0.3\le0.139$ in MV/cm, or $V\le-0.16$ V. For the up state it means $V/d+0.3\ge-0.139$, or $V\ge-0.44$ V. Any idle voltage between those limits serves both states. By the same count, an imprint below 0.139 MV/cm would need no holding voltage at all.

**Q.** And when the power is switched off?

**A.** If the capacitor then sits at zero volts, the net field is $E_i$ again and decay resumes with the 81.5-day lifetime. Earlier holding gives no credit, for the same reason that a strong pulse gives none. For longer storage without power you need a smaller imprint, a higher barrier or a lower temperature. If power returns regularly, you can read and rewrite the data before too much is lost, which resets $n_0$. An electrically floating capacitor is a different case: its voltage follows from its charge and leakage, and I have not treated it.

**Q.** Would I see all this at room temperature?

**A.** You might not notice it. With the same energy parameters at 300 K, the disfavoured state at zero volts lives for 624 years, against $6\times10^8$ years at the offset. Retention is still not restored to its unimprinted value, but a ten-year requirement would be met. Whether imprint causes a failure depends on barrier, temperature and storage time together.

**Q.** How close is this to my real film?

**A.** The polarization, thickness and pulse conditions are of the usual order. After recentring, half-switching takes 1.375 MV/cm at 100 ns; coercive fields of such films are roughly 1 MV/cm, so the model is somewhat on the high side. The volume $v$ and the time $t_0$ are effective parameters, and the lifetimes depend exponentially on $v$. Treat them as an illustration, not as a prediction for your device. Real films also break several assumptions. Taking these one at a time:

- **Unequal regions.** With a 10 % Gaussian spread of $v$, and counting regions by number rather than by volume, a fully written down state keeps 15 % after ten years at zero volts and 94 % at the offset. The contrast is softer, because the largest regions survive and the smallest fail even when held. The write pulse now matters for retention too: a weak pulse switches mainly the small regions, which are also the first to decay. After 30 days at zero volts, about 14 % of what the $-1.5$ V pulse wrote survives, against 54 % for the $-1.8$ V pulse. So your intuition about half-hearted writing can be right in a real film, although each single region still forgets its pulse.
- **Depolarizing field.** A dead layer whose thickness divided by relative permittivity is 0.005 nm adds up to 0.113 MV/cm against whichever state is stored. At that upper estimate the down lifetime is 1.4 days at zero volts and 264 years at the offset. Holding removes the asymmetry, but not this loss. The value 0.005 nm is small and close to the limit: at about 0.006 nm the held state already falls below 90 % after ten years, and at 0.01 nm the field is about 0.22 MV/cm and the held lifetime only a few years.
- **Many nucleation sites.** If any of 100 sites can flip a whole grain, both lifetimes are divided by 100. The held state then keeps 96 % after ten years.

**Q.** Could the holding voltage or the larger pulse damage the film?

**A.** Your larger pulse, $-1.8$ V, gives 1.8 MV/cm, below a rough breakdown field of 4 MV/cm, though that comparison says nothing about wear over many cycles. Direct tunnelling, estimated with a rough 2 eV barrier, a tunnelling mass of 0.2 electron masses and a generous supply of electrons, passes about 0.03 uC/cm² in ten years of holding, small beside the 20 uC/cm² stored. This is no upper bound for a real film, because it depends steeply on both barrier and mass: the same estimate gives about 100 uC/cm² for a mass of 0.15, and about 240 uC/cm² for a 1.5 eV barrier. Leakage through traps can be much larger, and I have not computed it.

The assumption I would watch most is that $E_i$ is constant. Imprint can build up in favour of the state being stored, so during long storage $E_i$ can drift, and the right holding voltage drifts with it. The window from $-0.44$ to $-0.16$ V tells you how much drift the ideal example could bear: about 0.14 MV/cm either way. Do not count on that margin in a real film. The volume spread described above would by itself reduce it to about 0.02 MV/cm, and a depolarizing field that stays at its upper estimate would reduce it to about 0.03 MV/cm. The 100 nucleation sites alone would leave about 0.02 MV/cm. The volume spread and that depolarizing field together leave no margin: even at the exact offset only about 71 % is kept after ten years.

**Q.** Then my error was to treat the centred loop as a property of the film. It was a property of the pulses.

**A.** Yes. The loop looks centred when plotted against your nominal pulse voltage. Plotted against the voltage on the capacitor, it is still centred at $-0.3$ V, and at idle the capacitor sits at zero. The remaining values are in the numerical output below.

## Computed values

```
Saturation polarization: 20 uC/cm2
Barrierless field: 2 MV/cm
Imprint field: 0.3 MV/cm
Film thickness: 10 nm
Switching volume: 10 nm3
Relaxation time t0: 10 ps
Temperature: 358.15 K
Write amplitude: 1.5 V
Write pulse width: 100 ns
Write offset: -0.3 V
Energy density g0: 0.1622 eV/nm3
Thermal energy kT: 0.03086 eV
B = v g0/kT: 52.54
Reduced imprint h: 0.15
Barrier, no net field: 1.622 eV
Barrier, disfavoured, idle 0 V: 1.264 eV
Barrier, favoured, idle 0 V: 2.012 eV
Linear estimate v Ps Ei: 0.3745 eV
Half-switching voltage, up: 1.075 V
Half-switching voltage, down: -1.675 V
Centre of the two: -0.3 V
Down-switching time, no offset: 7328 ns
Switching time, with offset: 12.59 ns
Written down, no offset: 1.36 %
Written up, no offset: 100.000 %
Missed down, with offset: 0.0344 %
Missed up, with offset: 0.0344 %
Lifetime disfavoured, idle 0 V: 81.5 days
Lifetime favoured, idle 0 V: 7.02e+09 years
Lifetime either, idle at offset: 2.32e+04 years
Lifetime ratio, offset/0 V idle: 1.04e+05
Kept/written, 30 d, no offset: 0.69321
Kept/written, 30 d, offset: 0.69321
Kept/written, 30 d, -2.2 V pulse: 0.69321
Down after 10 y, idle 0 V: 3.19e-11 (fraction)
Down after 10 y, idle at offset: 99.923 %
Time to lose 10 %, idle 0 V: 8.59 days
Best idle voltage by search: -0.300 V
Largest imprint for 90 % at 10 y: 0.139 MV/cm
Dead layer thickness/permittivity: 0.005 nm
Depolarizing field, upper estimate: 0.113 MV/cm
Lifetime with it, idle 0 V: 1.4 days
Lifetime with it, idle at offset: 264 years
Relative volume spread: 10 %
Kept 10 y with spread, idle 0 V: 15.3 %
Kept 10 y with spread, at offset: 94.2 %
Nucleation sites per grain: 100
Kept 10 y with sites, at offset: 95.9 %
300 K disfavoured, idle 0 V: 624 years
300 K either, idle at offset: 6.14e+08 years
Peak write field: 1.8 MV/cm
Rough breakdown field: 4 MV/cm
Tunnel barrier (rough): 2 eV
Tunnel mass (rough): 0.2 electron masses
Supply current (rough): 1e+11 A/cm2
Tunnel charge, 10 y at offset: 2.7e-02 uC/cm2
Tunnel charge, one write pulse: 6.5e-11 uC/cm2
```
